# Gravity sag and film bow of a 300 mm silicon wafer

## Problem

A silicon wafer of diameter 300 mm and thickness 775 µm lies horizontally on a ring that supports its edge. Its upper face carries a film 100 nm thick under a uniform tensile stress of 100 MPa, equal in all in-plane directions.

(a) How far does the centre sink below the edge under the wafer's own weight?

(b) How far does the film stress displace the centre, and in which direction?

(c) Which effect is larger, and what decides their ratio?

(d) What changes if three pins at the edge replace the ring?

Use the rough room-temperature silicon values $\rho=2330$ kg/m³, $C_{11}=166$ GPa, $C_{12}=64$ GPa and $C_{44}=80$ GPa.

## Solution

### The wafer as a plate

Let $a$ be the wafer radius, $h$ its thickness, $t$ the film thickness and $\sigma$ the film stress, positive in tension. The deflection $w$ is positive downward and is measured from the supports. The height $z$ is measured upward from the middle plane. The bare wafer is taken as flat and at uniform temperature, deflections are small compared with $h$, and $t\ll h$. The support holds the edge at $w=0$ but leaves it free to tilt and to slide.

The faces of a thin plate are almost free of normal stress. For a wafer with a (001) surface, and with $x$ and $y$ along the cube axes, $\sigma_{zz}=0$ gives $\varepsilon_{zz}=-(C_{12}/C_{11})(\varepsilon_{xx}+\varepsilon_{yy})$. Inserting this in $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$ gives

$$\sigma_{xx}=Q_{11}\varepsilon_{xx}+Q_{12}\varepsilon_{yy},\qquad Q_{11}=C_{11}-\frac{C_{12}^2}{C_{11}},\quad Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}} .$$

The shear stiffness is $Q_{66}=C_{44}$. Equal strains in $x$ and $y$ produce a stress $M\varepsilon$, with the biaxial modulus

$$M=Q_{11}+Q_{12}=141.33+39.33\approx180.65\ \text{GPa},$$

where the sum was formed before rounding.

Gravity also produces unequal strains, so the dependence on direction matters. A strain $\varepsilon$ along a direction at angle $\theta$ has components $\varepsilon\cos^2\theta$, $\varepsilon\sin^2\theta$ and $\varepsilon_{xy}=\varepsilon\sin\theta\cos\theta$. Twice its energy density, divided by $\varepsilon^2$, is the stiffness in that direction:

$$Q_{11}(\cos^4\theta+\sin^4\theta)+(2Q_{12}+4Q_{66})\sin^2\theta\cos^2\theta .$$

The angular averages of $\cos^4\theta$ and $\sin^2\theta\cos^2\theta$ are $3/8$ and $1/8$. The mean stiffness is therefore

$$U_1=\tfrac14(3Q_{11}+Q_{12}+2Q_{66})=155.83\ \text{GPa}.$$

An equibiaxial strain looks the same from every direction, so averaging cannot change $M$. The averaged cross-stiffness is then $U_4=M-U_1=24.83$ GPa. The equivalent isotropic plate has

$$\nu=\frac{U_4}{U_1}=0.159,\qquad D=\frac{U_1h^3}{12}=6.05\ \text{N m},\qquad D(1+\nu)=\frac{Mh^3}{12}. \tag{1}$$

The last relation follows from $U_1(1+\nu)=U_1+U_4=M$.

### One energy for both loads

Take a deflection that depends on $r$ alone and write $\phi=w'$ for its slope. A point at height $z$ moves outward by $z\phi$ as the plate tilts, so the radial and hoop strains are

$$\varepsilon_r=z\phi',\qquad \varepsilon_\theta=z\phi/r .$$

At a sagging centre $\phi'<0$, so the upper face is compressed, as it should be. The elastic energy density is $\frac12(U_1\varepsilon_r^2+U_1\varepsilon_\theta^2+2U_4\varepsilon_r\varepsilon_\theta)$. Since $\int z^2dz=h^3/12$, the bending energy is

$$\pi D\int_0^a\left(r\phi'^2+\frac{\phi^2}{r}+2\nu\phi\phi'\right)dr .$$

The weight per area is $q=\rho gh$. Its potential energy is $-2\pi q\int_0^a wr\,dr$. Integration by parts, with $w(a)=0$, turns this into $+\pi q\int_0^a r^2\phi\,dr$.

The film lies at $z\approx h/2$. To leading order in $t/h$, its energy changes by $\sigma t$ times its change of area:

$$2\pi\sigma t\,\frac h2\int_0^a\left(\phi'+\frac{\phi}{r}\right)r\,dr
=\pi\sigma th\int_0^a(r\phi)'dr=\pi\sigma th\,a\phi(a).$$

The film also contracts the middle plane slightly, but at this order that motion is independent of the bending.

Now vary $\phi$. The term $2\nu\phi\phi'=\nu(\phi^2)'$ contributes only at the edge. Integrating $2r\phi'\delta\phi'$ by parts and setting the total variation to zero gives

$$(r\phi')'-\frac{\phi}{r}=\frac{q r^2}{2D},\qquad
D\left[\phi'(a)+\frac{\nu\phi(a)}a\right]=-\frac{\sigma th}{2}. \tag{2}$$

Weight acts throughout the plate, whereas a uniform film enters as a bending moment at the edge. The equations are linear, so the two deflections can be found separately and added.

### (a) The sag

Set $\sigma=0$. Trying $\phi=cr^3$ in the first equation gives $9cr^2-cr^2=qr^2/(2D)$, hence $c=q/(16D)$. The homogeneous solutions are $r$ and $1/r$; the second would make the slope infinite at the centre. Thus

$$\phi=\frac{qr^3}{16D}+Br .$$

The edge condition becomes $(3+\nu)qa^2/(16D)+(1+\nu)B=0$, which fixes $B$. The centre lies below the edge by

$$w_g=-\int_0^a\phi\,dr
=\frac{qa^4}{64D}\left[\frac{2(3+\nu)}{1+\nu}-1\right]
=\frac{(5+\nu)qa^4}{64D(1+\nu)} .$$

Using (1) and $q=\rho gh$,

$$w_g=\frac{3(5+\nu)\rho g a^4}{16Mh^2}. \tag{3}$$

The weight grows as $h$ but the stiffness as $h^3$, so a thicker wafer sags less. With SI values,

$$w_g=\frac{3(5.1593)(2330)(9.80665)(0.150)^4}{16(180.65\times10^9)(775\times10^{-6})^2}
=1.03\times10^{-4}\ \text{m}=103\ \text{µm}.$$

A numerical minimisation of the plate energy over polynomial shapes, with the same averaged stiffness, gives 103.13 µm, in agreement with (3).

For the real cubic plate, restricting the shape to circular symmetry makes the plate slightly too stiff, because it is denied some ways of lowering its energy. Removing the restriction raises the calculated sag by only 0.03%.

### (b) The bow

Now set $q=0$. The regular solution of (2) is $\phi=-\kappa r$, with constant curvature $\kappa$. The edge condition gives $D(1+\nu)\kappa=\sigma th/2$, and (1) then gives

$$\kappa=\frac{6\sigma t}{Mh^2},\qquad
w_f=\int_0^a\kappa r\,dr=\frac{\kappa a^2}{2}=\frac{3\sigma ta^2}{Mh^2}. \tag{4}$$

The first relation is Stoney's formula. Here $\sigma t=10$ N/m, so

$$\kappa=\frac{6(10)}{(180.65\times10^9)(775\times10^{-6})^2}
=5.53\times10^{-4}\ \text{m}^{-1}.$$

The radius of curvature is about 1.8 km, and the bow is

$$w_f=\tfrac12(5.53\times10^{-4})(0.150)^2=6.2\times10^{-6}\ \text{m}=6.2\ \text{µm}.$$

The sign is positive. A tensile film on the upper face tries to shorten that face, which lowers the centre relative to the edge and adds to the sag. If the wafer is turned over, the film acts at $z=-h/2$ and its contribution changes sign. A compressive film reverses both statements.

Equation (4) needs no angular average. With equal curvature in all directions, the moment in the silicon is $Mh^3\kappa/12$ in every direction, even in the cubic plate. It balances the film's moment $\sigma th/2$ everywhere.

### (c) The comparison

Dividing (3) by (4) gives

$$\frac{w_g}{w_f}=\frac{(5+\nu)\rho ga^2}{16\,\sigma t}. \tag{5}$$

For the given wafer,

$$\frac{w_g}{w_f}=\frac{(5.1593)(2330)(9.80665)(0.150)^2}{16(10)}=16.6 .$$

Gravity wins by a factor of about 17. The biaxial modulus and the thickness have cancelled. A thicker wafer reduces both deflections in the same proportion, so it does not make the film easier to see against the sag. A smaller wafer does, because the ratio falls as $a^2$.

The film force per width that would match gravity follows by setting (5) to one:

$$(\sigma t)_{\rm match}=\frac{(5+\nu)\rho ga^2}{16}=166\ \text{N/m}.$$

At 100 MPa this requires a film 1.66 µm thick.

### (d) Three pins

The film bow is unchanged. Its shape is a paraboloid, whose edge lies at one height, and its moments are balanced without any support force. It therefore rests equally well on a ring or on three equally spaced edge pins. Energy minimisation for the cubic plate confirms (4) on both supports to one part in a million.

The sag does change. Each pin carries one third of the weight $\pi a^2q$. Three equal point forces, with one pin at $\theta=0$, have the Fourier series

$$\text{upward force per edge length}=\frac{qa}{2}\left[1+2\sum_{n=3,6,9,\ldots}\cos n\theta\right].$$

The constant term is the ring reaction already treated. Each further term bends the edge into a wave but leaves the centre in place. The task is to find how far these waves raise the edge at the pins.

For a general deflection of the isotropic plate, the bending energy is

$$\frac D2\int\left[(\nabla^2w)^2-2(1-\nu)(\kappa_r\kappa_\theta-\kappa_{r\theta}^2)\right]dA,$$

with $\kappa_r=w_{rr}$, $\kappa_\theta=w_r/r+w_{\theta\theta}/r^2$ and $\kappa_{r\theta}=(w_\theta/r)_r$, where subscripts on $w$ denote derivatives. For $w=f(r)\cos n\theta$, the second part integrates to an edge term. With $r$ measured in units of $a$,

$$\int(\kappa_r\kappa_\theta-\kappa_{r\theta}^2)dA
=\pi\int_0^1\frac{d}{dr}\left[\frac{f'^2}{2}-\frac{n^2ff'}{r}+\frac{n^2f^2}{2r^2}\right]dr ,$$

as carrying out the derivative shows.

The interior equation therefore comes from $(\nabla^2w)^2$ alone and is $\nabla^4w=0$ for these waves. Since $\nabla^2(r^p\cos n\theta)=(p^2-n^2)r^{p-2}\cos n\theta$, its regular solutions are $f=Ar^n+Br^{n+2}$.

Let $s=A+B$ be the edge amplitude. Then $f'(1)=ns+2B$. The Laplacian is $4(n+1)Br^n\cos n\theta$, and its square integrates to $8\pi(n+1)B^2$. Collecting terms, the bending energy is $\pi D/a^2$ times

$$(1-\nu)n^2(n-1)s^2+2(1-\nu)n(n-1)sB+2(2n+1+\nu)B^2 .$$

Minimising over $B$ gives $B=-(1-\nu)n(n-1)s/[2(2n+1+\nu)]$. Substitution leaves

$$\frac{(1-\nu)(3+\nu)n^2(n^2-1)}{2(2n+1+\nu)}\,s^2 .$$

The upward force $qa\cos n\theta$ has potential energy $+\pi qa^2s$, because $s$ is positive downward. Minimising the sum over $s$ gives a negative $s$: the edge rises at the pins. The centre is then lower, relative to the pins, by the sum of all these rises:

$$w_{\rm pins}=w_g+\frac{qa^4}{D}\sum_{n=3,6,9,\ldots}
\frac{2n+1+\nu}{(1-\nu)(3+\nu)n^2(n^2-1)}. \tag{6}$$

The prefactor is $17.71(0.150)^4/6.045=1.483\times10^{-3}$ m. The first term of the sum is 0.0374 and the whole sum is 0.0436, so the increase is 65 µm. The centre sag is 168 µm, which is 1.63 times the ring value and 27 times the film bow. Energy minimisation with three point supports gives 167.4 µm; its polynomials converge slowly near point forces. These values are for the averaged plate; in the cubic plate the centre sag on pins is about 0.7% larger, 169 µm.

The reference point matters too. Midway between two pins, $\cos n\theta$ is $-1$ for odd $n$ and $+1$ for even $n$. The even waves therefore have the same height there as at the pins, while each odd wave differs by twice its amplitude. The edge midway thus hangs below the pins by twice the odd-$n$ part of the sum in (6), times the prefactor, which is 116 µm. The centre is only about 52 µm below that part of the edge. These two values are for the averaged plate. In the cubic plate the midpoints hang between about 113 and 121 µm below the pins, depending on their direction relative to the cube axes.

### A few cases

Unless stated otherwise, the support is a ring, $h=775$ µm, $t=100$ nm and $\sigma=100$ MPa. The third row uses $w_g\propto a^4$ and $w_f\propto a^2$; the fourth uses $h^{-2}$ for both.

| Case | Sag (µm) | Bow (µm) | Ratio |
|---|---:|---:|---:|
| 300 mm wafer | 103 | 6.2 | 16.6 |
| 300 mm, three pins | 168 | 6.2 | 27.0 |
| 100 mm wafer | 1.3 | 0.69 | 1.8 |
| 300 mm, $h=755$ µm | 109 | 6.6 | 16.6 |
| 300 mm, $t=1.66$ µm | 103 | 103 | 1.0 |

The fourth row carries a warning for measurement. A wafer 20 µm thinner than assumed sags 5.5 µm more than calculated, which is almost the entire film bow. Subtracting a calculated sag from one measured deflection is therefore unsafe here.

Measuring the same wafer before and after deposition, on the same supports, removes the sag without calculating it. Turning the wafer over can do the same. In both methods, slight stretching of the sagging wafer changes the measured bow by up to about 2% for the 100 MPa film, which the linear model leaves out. Turning over an initially flat wafer also works: the model gives 109.4 µm with the film up and 96.9 µm with it down, and half the difference is the 6.2 µm bow.

### How far the estimate can be trusted

The ratio depends directly on the film stress: at 1 GPa and the same thickness, (5) gives 1.7. Real bare wafers are not perfectly flat. Their initial bow may exceed 6 µm, and turning the wafer over reverses it together with the film's contribution. The before-and-after measurement removes it, provided that deposition changes nothing else. A film on both faces also breaks the model: equal film forces on the two faces have opposite moments and cancel.

The small-deflection assumption holds well. The sag is 0.13 of the thickness, but a dished plate must stretch a little. Let $U_b$ and $U_m$ be the bending and stretching energies of the linear shape. If its amplitude is multiplied by $\alpha$, the total energy is $U_b\alpha^2+U_m\alpha^4-2U_b\alpha$, whose minimum lies near $\alpha=1-2U_m/U_b$. This estimate lowers the ring sag by 0.54%; letting the shape change as well raises the figure to about 0.6%. The film's finite thickness changes the bow by about 0.04%, for a rough film modulus of 200 GPa.

The temperature may also fail to be uniform during growth. If heat flux $F$ crosses a wafer of conductivity $k$ and expansion coefficient $\alpha_T$, the temperature gradient is $F/k$. The free thermal strain then varies linearly through the thickness, giving a curvature $\alpha_TF/k$ and a bow $\alpha_TFa^2/(2k)$. For rough values of silicon near 700 K (at higher temperature $k$ is smaller and the bow per unit flux larger), $F=1$ W/cm², $k=50$ W/(m K) and $\alpha_T=4\times10^{-6}$ K⁻¹,

$$\frac{(4\times10^{-6})(10^4)(0.150)^2}{2(50)}=9.0\times10^{-6}\ \text{m}=9.0\ \text{µm}.$$

The faces differ by only 0.16 K, yet this bow exceeds that of the film. Before a curvature change seen during growth is read as film stress, any change in this thermal curvature must be removed. A constant heat flow is not enough if the wafer temperature drifts, because $k$ and $\alpha_T$ depend on temperature.

## Computed results

```
INPUTS (rough typical silicon values)
wafer diameter = 300 mm
wafer thickness = 775 um
density = 2330 kg/m^3
gravity = 9.80665 m/s^2
C11, C12, C44 = 166, 64, 80 GPa
film stress = 100 MPa
film thickness = 100 nm
PLATE
Q11, Q12 = 141.33, 39.33 GPa
U1, U4 = 155.83, 24.83 GPa
biaxial modulus M = 180.65 GPa
averaged Poisson ratio = 0.1593
bending stiffness D = 6.045 N m
weight per area = 17.71 Pa
MAIN RESULTS
ring-supported sag = 103.13 um
sag by energy minimisation = 103.13 um
film force per width = 10.00 N/m
film curvature = 5.5298e-04 1/m
radius of curvature = 1808 m
film bow = 6.221 um
sag/bow ratio = 16.58
force per width matching sag = 165.8 N/m
matching film at this stress = 1.658 um
ratio for 100 mm wafer = 1.84
sag + bow, film up = 109.35 um
sag - bow, film down = 96.91 um
NEGLECTED EFFECTS
three-pin centre sag = 167.9 um
three-pin/ring sag = 1.628
three-pin sag/film bow = 27.0
three-pin edge sag midway = 115.6 um
three-pin energy check = 167.4 um
cubic change, ring sag = 0.029 %
cubic change, pin sag = 0.738 %
sag/thickness = 0.1331
stretching change of sag = -0.536 %
transverse-shear sag = 1.93 nm
finite-film change of bow = -0.0442 %
film density (rough) = 3000 kg/m^3
film biaxial modulus (rough) = 200 GPa
film/wafer weight = 0.0166 %
thickness uncertainty = 20 um
sag rise if thinner by that = 5.54 um
hot-wafer heat flux (rough) = 1.0 W/cm^2
hot conductivity (rough) = 50 W/(m K)
hot expansion (rough) = 4.0 1e-6/K
face temperature difference = 0.155 K
heat-flow bow = 9.00 um
```
